# Implicit midpoint integration of Massoud oxide growth through a furnace ramp

Take a silicon wafer with 1 nm of oxide, hold it at 1273 K in dry oxygen for 30 min, and compute the growth in a single numerical step of 30 min. If the oxide grows by the Deal-Grove law alone, the implicit midpoint rule gives 13.91753671 nm, and the closed solution gives the same digits. If it grows by the thin-oxide term alone, the same rule gives 20.40 nm where the closed solution gives 18.44 nm. Why is one law integrated without visible error and the other missed by 2 nm? The answer leads to a formula for the error when both terms act and the temperature is ramped.

## Two steps by hand

Let $X$ be the oxide thickness and $t$ the time. Massoud's growth law, in the form used here, is

$$\frac{dX}{dt}=f=\frac{B}{2X+A}+C\,e^{-X/L},\qquad A=\frac{B}{k}.$$

The first term is the Deal-Grove rate: $k$ is its linear rate constant, which governs thin oxide, and $B$ its parabolic constant, which governs thick oxide. The second term is the extra growth of thin oxide, which fades over the length $L=7$ nm. At 1273 K the example has $B=175.55$ nm²/min, $A=392.78$ nm and $C=2.98232$ nm/min.

The implicit midpoint rule replaces the rate over a step $h$ by its value at the mean of the old thickness $X$ and the new thickness $X_+$:

$$X_+=X+h\,f\!\left(t+\tfrac h2,\ \tfrac{X+X_+}{2}\right).$$

**Deal-Grove term alone.** Twice the mean thickness is $X+X_+$, so

$$X_+-X=\frac{hB}{X+X_++A}.$$

Multiplying by the denominator gives

$$X_+^2-X^2+A(X_+-X)=hB.$$

The differential equation $(2X+A)\,dX/dt=B$ says that $X^2+AX$ grows at the constant rate $B$. The numerical step therefore reproduces the true increment for any $h$, provided that the temperature is constant. With $X=1$ nm and $h=30$ min, in nm and nm²,

$$X_+^2+392.78\,X_+=1+392.78+5266.5=5660.28,$$

$$X_+=-196.39+\sqrt{196.39^2+5660.28}=13.92.$$

**Thin-oxide term alone.** Now $e^{X/L}\,dX/dt=C$, so $L\,e^{X/L}$ grows by $Ct$. The closed solution is

$$X(30\ \text{min})=7\ln\!\left(e^{1/7}+\frac{2.98232\times30}{7}\right)=18.44\ \text{nm}.$$

For the numerical step, call the mean thickness $M=(X+X_+)/2$. Then $X_+=2M-X$, and halving the rule gives $M=X+\tfrac h2 f(M)$. We need the root of

$$g(M)=M-1-44.735\,e^{-M/7}.$$

Newton's iteration $M\to M-g/g'$ starts at $M=1$. There $g=-38.78$ and $g'=1+38.78/7=6.54$, so the next value is $1+5.93=6.93$. The following ones are 10.10, 10.69 and 10.70. They rise to the root without passing it. The new thickness is $2\times10.70-1=20.40$ nm, which is 1.96 nm too large.

## Why the ramp must be integrated

In the furnace programme, $T$ rises from 1073 K to 1273 K at 10 K/min and then stays at 1273 K for 10 min. Each rate parameter has its own Arrhenius law, a prefactor times $e^{-E/k_BT}$:

- $B$: $1.3\times10^7$ nm²/min, $E_B=1.23$ eV
- $k$: $3.7\times10^7$ nm/min, $E_k=2.00$ eV
- $C$: $6.0\times10^9$ nm/min, $E_C=2.35$ eV

Over the ramp $B$ grows from 21.7 to 175.6 nm²/min, a factor of 8, while $C$ grows from 0.055 to 2.98 nm/min, a factor of 54.

If all three energies were equal to $E$, then $A$ would be constant, and the rate at $T$ would be the rate at the peak temperature $T_p$ times $e^{-E\Delta}$, with $\Delta=(1/T-1/T_p)/k_B$. The ramp could then be replaced by a hold at $T_p$ of length

$$t_E=\int_{\text{ramp}} e^{-E\Delta(t)}\,dt .$$

With separate energies there is no such common clock. The effective activation energy of $f$ at fixed $X$ is its logarithmic derivative with respect to $s=-1/(k_BT)$. For the Deal-Grove part $f_D$, write $1/f_D=2X/B+1/k$. Since $dB/ds=E_BB$ and $dk/ds=E_kk$,

$$\frac{1}{f_D}\frac{df_D}{ds}=f_D\left(\frac{2X}{B}E_B+\frac1kE_k\right).$$

The two weights, $2Xf_D/B$ and $f_D/k$, add up to one, so this is an average of $E_B$ and $E_k$. Adding the thin-oxide term averages the result with $E_C$. The effective energy thus always lies between 1.23 and 2.35 eV. Since $\Delta\ge0$ below the peak,

$$e^{-E_C\Delta}f(T_p,X)\le f(T,X)\le e^{-E_B\Delta}f(T_p,X).$$

The thickness is therefore bracketed by the results of the $C$ clock and the $B$ clock. The ramp counts as 5.38 min at the peak on the $C$ clock and 8.86 min on the $B$ clock. With the 10 min hold added, these give 18.29 and 20.37 nm. Integrating the true schedule gives 18.40 nm.

## The step in general

For the full law, each step requires the root of

$$g(M)=M-X-\tfrac h2 f(t_m,M),\qquad t_m=t+\tfrac h2 .$$

Subscripts on $f$ denote partial derivatives. For positive parameters and $X>0$,

$$f_X=-\frac{2B}{(2X+A)^2}-\frac CL e^{-X/L}<0,$$

$$f_{XX}=\frac{8B}{(2X+A)^3}+\frac{C}{L^2}e^{-X/L}>0.$$

At $M=X$ we have $g=-\tfrac h2f<0$, and $g'=1-\tfrac h2f_X>1$. So $g$ rises through zero once: every step has one solution above $X$, whatever its length.

Moreover $g''=-\tfrac h2f_{XX}<0$, so $g$ lies below each of its tangents. Suppose that an iterate has $g\le0$. Newton's next value is not smaller, because $-g/g'\ge0$. At that value the tangent is zero, so $g$ is again at most zero and the root has not been passed. The iterates rise and are bounded by the root, and they can only come to rest where $g=0$. This is the behaviour seen by hand.

## Errors do not grow

Let two numerical solutions differ by $e$ before a step and by $e_+$ after it. By the mean value theorem their rates differ by $J(e+e_+)/2$, where $J<0$ is a value of $f_X$ between the two midpoints. Hence

$$e_+=e+\frac{hJ}{2}(e+e_+)\quad\Longrightarrow\quad e_+=\frac{1+hJ/2}{1-hJ/2}\,e .$$

With $z=-hJ/2>0$ the factor is $(1-z)/(1+z)$, whose magnitude is below one. For $z>1$ it is negative: the two solutions cross, which true solutions cannot do. A long step is thus stable but can be qualitatively wrong. The 30 min step with the thin-oxide term alone is an example: for neighbouring solutions $z=(M-X)/L=9.70/7=1.39$.

## The error of one step

Insert the true solution $X(t)$ into the rule and call what is left over the defect $d$:

$$X(t+h)=X(t)+h\,f\!\left(t_m,\tfrac{X(t)+X(t+h)}2\right)+d .$$

Expand about $t_m$, with all derivatives taken there. In the difference of the end values the even powers cancel, and in their mean the odd powers cancel:

$$X(t+h)-X(t)=hX'+\frac{h^3}{24}X'''+O(h^5),$$

$$\frac{X(t)+X(t+h)}2=X+\frac{h^2}{8}X''+O(h^4).$$

The rate at this mean is $X'+f_X\,h^2X''/8+O(h^4)$, so

$$d=h^3q+O(h^5),\qquad q=\frac{X'''}{24}-\frac{f_XX''}{8}.$$

Two special cases show what $q$ contains.

*Constant temperature.* Here $X''=ff_X$ and $X'''=ff_X^2+f^2f_{XX}$, which gives

$$q=\frac{f}{24}\left(ff_{XX}-2f_X^2\right).$$

For the Deal-Grove term, with $u=2X+A$, both $ff_{XX}$ and $2f_X^2$ equal $8B^2/u^4$, and $q=0$, as it must. For the thin-oxide term, $ff_{XX}=f^2/L^2$ and $2f_X^2=2f^2/L^2$, so $q=-f^3/(24L^2)$. The true solution ends below the numerical one, in agreement with 18.44 against 20.40 nm.

*A rate that depends on time alone.* Then $q=f_{tt}/24$. For a single Arrhenius rate on a linear ramp of slope $\beta$,

$$f_{tt}=\beta^2f\left[\left(\frac{E}{k_BT^2}\right)^2-\frac{2E}{k_BT^3}\right],$$

which is positive when $E>2k_BT$. At 1273 K, $2k_BT$ is about 0.22 eV, so the condition holds for all three energies. This contribution makes the numerical thickness too small.

## Second order for the final thickness

Let $E_n=X_n-X(t_n)$, numerical minus true. Subtracting the equation with the defect from the rule gives

$$E_{n+1}=\frac{(1+hJ/2)E_n-d_n}{1-hJ/2},\qquad |E_{n+1}|\le|E_n|+|d_n| .$$

Starting from $E_0=0$, the final error is at most $\sum|d_n|$. The number of steps is proportional to $1/h$ and each defect is of order $h^3$, so the sum is of order $h^2$.

To find the coefficient, try $Y(t)=X(t)+h^2c(t)$ in place of $X(t)$. Its defect, expanded about $t_m$, again has only odd powers of $h$. The power $h^3$ collects the old $q$, the term $c'$ from the difference, and $-f_Xc$ from the rate. It vanishes if

$$c'=f_Xc-q,\qquad c(0)=0 .$$

The defect of $Y$ is then of order $h^5$. By the same summation the numerical solution differs from $Y$ by order $h^4$:

$$X_h=X+c\,h^2+O(h^4).$$

This requires $T(t)$ to be smooth within each step. A corner between two steps does no harm, since every expansion stays on one side of it.

For the furnace programme the corner at 20 min lies on the mesh for all the steps below. The errors are taken against 18.403823 nm, obtained with a high-order adaptive Runge-Kutta method at a relative tolerance of $10^{-12}$.

| $h$ (min) | $X_h$ (nm) | error (nm) | order |
|---|---|---|---|
| 5 | 18.32281 | −0.08102 | – |
| 2.5 | 18.38362 | −0.02020 | 2.004 |
| 1.25 | 18.39878 | −0.00505 | 2.001 |
| 0.625 | 18.40256 | −0.00126 | 2.000 |

The order is the base-two logarithm of the ratio of successive errors. It stays at 2.000 down to $h=0.078$ min, where error$/h^2$ is $-3.2299\times10^{-3}$ nm/min². Integrating the equation for $c$ along the true solution gives the same five digits. At $h=5$ min the sum of the defects is 0.249 nm, so the bound holds with a margin of about three.

The error is negative, the sign of the pure temperature case and opposite to that of the thin-oxide term at constant temperature. The sign alone does not show which contribution dominates: $q$ also contains products of the two rate terms and mixed derivatives in $X$ and $t$, and the parts were not computed separately.

Because the next power is $h^4$, two runs can be combined to remove $ch^2$:

$$\frac{4X_{h/2}-X_h}{3}=X+O(h^4).$$

From the first two rows, $(4\times18.38362-18.32281)/3=18.40389$ nm. The remaining error is $7\times10^{-5}$ nm, about 300 times smaller than that of the better run.

## When the corner falls inside a step

Let the ramp end at the fraction $\theta$ of a step. Compared with a ramp that continues, the rate at fixed $X$ loses the time slope $R=\beta\,\partial f/\partial T$ after the corner. The true loss of thickness in that step is $R(1-\theta)^2h^2/2$ to leading order. The midpoint rule sees the loss only if the corner comes before the midpoint, and then books $Rh^2(\tfrac12-\theta)$. Numerical minus true is therefore

$$\theta\ge\tfrac12:\quad \frac{Rh^2}{2}(1-\theta)^2,$$

$$\theta<\tfrac12:\quad Rh^2\left[\frac{(1-\theta)^2}{2}-\frac12+\theta\right]=\frac{Rh^2}{2}\theta^2 .$$

The feedback through $X$ within the step is of order $h^3$. Afterwards the error decays by $\Phi=\exp\int f_X\,dt$, taken from the corner to the end. The coefficient of $h^2$ thus becomes

$$c+\tfrac12\Phi R\,\min(\theta,1-\theta)^2 .$$

The method is still of second order, but with another coefficient. For 4000 steps of 0.0075 min the corner lies at $\theta=2/3$. The predicted coefficient is $+2.228\times10^{-3}$ nm/min², and the measured one is $+2.227\times10^{-3}$. The sign has changed, so for some $\theta$ between 0 and 1/3 the coefficient vanishes, and a single small error there would say nothing about the order. The extrapolation formula also loses its basis if one run has the corner on the mesh and the other does not. A jump in temperature inside a step is worse: the rule applies the new rate to the whole step or to none of it, which leaves an error of order $h$.

## What the thickness means

After the ramp the oxide is 10.4 nm thick, and after the hold 18.4 nm. Of the 17.4 nm grown, the thin-oxide term supplies 10.6 nm and the Deal-Grove term 6.8 nm. With $C=0$ and all else unchanged, the final thickness would be 8.1 nm. At the end $2X$ is 37 nm, far below $A=393$ nm, so the Deal-Grove rate is still only about 9 % below its thin-oxide limit $k$. For $X\gg L$ the extra term dies out and the Deal-Grove law remains.

The parameters are illustrative values of the order found for lightly doped (100) silicon in dry oxygen at 1 atm, and the result lies in the thin-oxide range of a few tens of nanometres. The linear constant $k$ in particular lies below the commonly tabulated Deal-Grove value for this surface by a factor of about 1.7; the last entry of the list below shows what such a factor does to the thickness. It also reverses the shares given above: with $k$ larger by 1.67 the oxide ends at 21.1 nm, of which the thin-oxide term supplies 9.2 nm and the Deal-Grove term 10.9 nm. Which term dominates is thus a property of the chosen constants, not a finding about silicon. Ramping in undiluted oxygen is a choice of this example; a process may ramp in inert or dilute gas to limit growth before the hold. The model also assumes that the wafer follows the furnace at once. The following changes, each made alone on the same schedule, show how far such assumptions move the final thickness:

- wafer temperature following the furnace with a time constant of 1 min: −0.67 nm
- temperature 5 K higher throughout: +0.79 nm
- all rates 5 % lower, a rough stand-in for lower pressure: −0.49 nm
- $C$ larger by 10 %: +0.52 nm
- an additional term of amplitude $C$ and range 1 nm: +0.08 nm
- starting oxide of 1.5 nm: +0.11 nm
- $k$ larger by a factor of 1.7, the correction named above (the label (111) in the output refers only to the usual ratio between the two surfaces; the enlarged $k$ is near the usual (100) value, not the (111) one): +2.8 nm

The starting oxide matters little because $f_X<0$ pulls true solutions together: a gap of 0.5 nm shrinks to 0.11 nm. Oxide stress and heavy doping are left out and have not been sized. With a step of 1.25 min the numerical error is 0.005 nm, below every entry in the list. For this schedule a finer step would improve the solution of the equation, but not the knowledge of the oxide. The full figures are in the numerical output below.

## Table of computed values

```
B prefactor 1.30e+07 nm^2/min, energy 1.23 eV
k prefactor 3.70e+07 nm/min, energy 2.00 eV
C prefactor 6.00e+09 nm/min, energy 2.35 eV
decay length L 7.0 nm, starting oxide 1.0 nm
ramp 1073 to 1273 K at 10 K/min
ramp time 20 min, hold 10 min
1073 K: B 21.715 nm^2/min, k 0.01494 nm/min
1073 K: A 1453.31 nm, C 0.05501 nm/min
1273 K: B 175.550 nm^2/min, k 0.44694 nm/min
1273 K: A 392.78 nm, C 2.98232 nm/min
thickness after ramp 10.446657 nm
final thickness, reference 18.40382310 nm
grown by thin-oxide term 10.5608 nm
grown by Deal-Grove term 6.8431 nm
final thickness with C = 0 8.0691 nm
h (min), final X (nm), error (nm), order from previous h
5.000000  18.32280652  -8.1017e-02  -
2.500000  18.38361988  -2.0203e-02  2.0036
1.250000  18.39877534  -5.0478e-03  2.0009
0.625000  18.40256135  -1.2617e-03  2.0002
0.312500  18.40350767  -3.1543e-04  2.0001
0.156250  18.40374424  -7.8856e-05  2.0000
0.078125  18.40380338  -1.9714e-05  2.0000
error coefficient predicted -3.229913e-03 nm/min^2
error coefficient measured -3.229915e-03 nm/min^2
sum of defects at h = 5 min: 2.4935e-01 nm
extrapolated from h = 5.0, 2.5 min: 18.403891 nm
error of that extrapolation 6.791e-05 nm
order of extrapolated values 4.000
corner at step fraction 0.6667, h 0.0075 min
its coefficient: predicted 2.22790e-03 nm/min^2
its coefficient: measured 2.22716e-03 nm/min^2
one 30 min step at 1273 K, C = 0: 13.91753671 nm
closed Deal-Grove solution 13.91753671 nm
same step, thin term only 20.4004 nm
closed thin-term solution 18.4408 nm
most Newton iterations in random tests 8
ramp on B clock 8.8599 min at peak, final X 20.3657 nm
ramp on k clock 6.1682 min at peak, final X 18.7814 nm
ramp on C clock 5.3811 min at peak, final X 18.2938 nm
change for wafer lag 1 min: -0.668 nm
change for temperature +5 K: +0.792 nm
change for all rates x 0.95 (pressure): -0.493 nm
change for extra term, amplitude C, range 1 nm: +0.082 nm
change for starting oxide 1.5 nm: +0.110 nm
change for C x 1.10: +0.516 nm
change for k x 1.7 ((111) surface): +2.826 nm
```
